# Empty Reaction Volumes at Two Activation Events on Average: a numerical check

```python
"""
Result under test: a reaction volume that receives on average m = 2 activation
events, from many independent and individually unlikely sources, receives none
with probability exp(-m) = 0.135.

Symbols: m mean events per volume; N number of possible sources;
p probability that one source acts; Y mean events per absorbed photon;
sigma electron spread along each axis (nm); edge side of the cubic volume (nm);
alpha absorption coefficient (1/nm); thickness film thickness (nm).
Example: rough typical values for a metal-oxide resist at 13.5 nm wavelength,
where one activation event is the loss of one organic ligand.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, exp1

rng = np.random.default_rng(12345)
m = 2.0
p_empty = np.exp(-m)

# Many equal sources: the finite product approaches the exponential from below.
source_counts = [4, 12, 100, 1000, 100000]
finite = [(1 - m / N) ** N for N in source_counts]
assert all(x < y for x, y in zip(finite, finite[1:]))
assert finite[-1] < p_empty and abs(finite[-1] - p_empty) < 1e-5
# The leading correction to the logarithm is -m^2/(2N).
N_test = 1000
log_gap = N_test * np.log1p(-m / N_test) + m
assert abs(log_gap / (-m**2 / (2 * N_test)) - 1) < 0.005
N_round = 3
while (1 - m / N_round) ** N_round < 0.1345:
    N_round += 1

# Unequal sources: the exact product lies between the two bounds.
for N in (10, 50, 1000):
    for _ in range(200):
        weights = rng.random(N) + 0.1
        p = m * weights / weights.sum()
        exact = np.prod(1 - p)
        lower = p_empty * np.exp(-np.sum(p**2 / (2 * (1 - p))))
        assert lower <= exact <= p_empty

# Throw a fixed total number of events into cells; no Poisson law is assumed.
cells_side = 60
n_cells = cells_side**3
repeats = 10
empty = 0
for _ in range(repeats):
    hits = rng.integers(0, n_cells, size=int(m * n_cells))
    empty += np.count_nonzero(np.bincount(hits, minlength=n_cells) == 0)
simulated_independent = empty / (repeats * n_cells)
# The sampling error is below 0.0003.
assert abs(simulated_independent - p_empty) < 0.0015

# Example inputs and the dose that gives two events on average.
wavelength = 13.5
alpha = 0.02
Y = 3.0
edge = 1.2
ligands = 12
thickness = 20.0
volume = edge**3
photon_joule = const.h * const.c / (wavelength * 1e-9)
photon_eV = photon_joule / const.e
photons_per_nm2 = m / (alpha * Y * volume)
dose = photons_per_nm2 * 1e14 * photon_joule * 1e3
absorbed_density = alpha * photons_per_nm2
photons_per_volume = absorbed_density * volume

# Finite number of ligands, each lost independently with the same probability.
p_ligand = m / ligands
p_finite = (1 - p_ligand) ** ligands
lost = rng.random((400000, ligands)) < p_ligand
assert abs(lost.sum(axis=1).mean() - m) < 0.015
assert abs(np.mean(~lost.any(axis=1)) - p_finite) < 0.003


def grouped_empty(sigma):
    """Empty fraction and mean count by quadrature over photon positions."""
    nodes, weights = np.polynomial.legendre.leggauss(70)
    reach = edge / 2 + 8 * sigma
    x = reach * (nodes + 1) / 2
    w = reach * weights / 2
    s = np.sqrt(2) * sigma
    q1 = 0.5 * (erf((edge / 2 - x) / s) + erf((edge / 2 + x) / s))
    q = q1[:, None, None] * q1[None, :, None] * q1[None, None, :]
    w3 = w[:, None, None] * w[None, :, None] * w[None, None, :]
    exponent = 8 * absorbed_density * np.sum(w3 * (1 - np.exp(-Y * q)))
    mean = 8 * absorbed_density * Y * np.sum(w3 * q)
    return np.exp(-exponent), mean


def grouped_simulation(sigma):
    """Empty fraction by scattering events about photons in a periodic box."""
    n_photons = int(round(photons_per_volume * n_cells))
    n_empty = 0
    for _ in range(repeats):
        photons = rng.random((n_photons, 3)) * cells_side
        events = np.repeat(photons, rng.poisson(Y, n_photons), axis=0)
        events += rng.normal(size=events.shape) * sigma / edge
        i = np.floor(events).astype(int) % cells_side
        label = (i[:, 0] * cells_side + i[:, 1]) * cells_side + i[:, 2]
        counts = np.bincount(label, minlength=n_cells)
        n_empty += np.count_nonzero(counts == 0)
    return n_empty / (repeats * n_cells)


grouped = {}
for sigma in (1.5, 0.5):
    value, mean = grouped_empty(sigma)
    assert abs(mean - m) < 1e-6
    simulated = grouped_simulation(sigma)
    assert abs(value - simulated) < 0.002
    assert value > p_empty
    grouped[sigma] = (value, simulated)
p_no_spread = np.exp(-(m / Y) * (1 - np.exp(-Y)))
sim_no_spread = grouped_simulation(0.0)
assert abs(p_no_spread - sim_no_spread) < 0.002

# Attenuation across the top volume and through the film.
mean_top = photons_per_nm2 * edge**2 * (1 - np.exp(-alpha * edge)) * Y
mean_bottom = m * np.exp(-alpha * thickness)
film_average = quad(lambda z: np.exp(-m * np.exp(-alpha * z)),
                    0, thickness)[0] / thickness
film_formula = (exp1(mean_bottom) - exp1(m)) / (alpha * thickness)
assert abs(film_average - film_formula) < 1e-9
dose_error = 0.05
p_low_dose = np.exp(-m * (1 - dose_error))

print(f"mean events per volume: {m:.1f}")
print(f"empty fraction exp(-m): {p_empty:.5f} = {100*p_empty:.1f} percent")
print(f"empty fraction, random throws: {simulated_independent:.4f}")
print(f"cells in random throws: {repeats*n_cells}")
for N, value in zip(source_counts, finite):
    print(f"empty fraction with N = {N} equal sources: {value:.5f}")
print(f"smallest N that rounds to 13.5 percent: {N_round}")
print("-- example inputs (rough typical values) --")
print(f"wavelength: {wavelength:.1f} nm")
print(f"absorption coefficient: {alpha:.3f} 1/nm")
print(f"mean events per absorbed photon: {Y:.1f}")
print(f"edge of volume: {edge:.1f} nm")
print(f"ligands in volume: {ligands}")
print(f"film thickness: {thickness:.1f} nm")
print("-- example results --")
print(f"volume: {volume:.3f} nm^3")
print(f"photon energy: {photon_eV:.2f} eV")
print(f"incident photons: {photons_per_nm2:.2f} per nm^2")
print(f"dose for two events: {dose:.1f} mJ/cm^2")
print(f"absorbed photon density: {absorbed_density:.4f} per nm^3")
print(f"absorbed photons per volume: {photons_per_volume:.4f}")
print("-- neglected effects: empty fraction --")
print(f"loss probability per ligand: {p_ligand:.4f}")
print(f"finite number of ligands: {p_finite:.4f}")
for sigma, (value, simulated) in grouped.items():
    print(f"grouped, spread {sigma:.1f} nm: {value:.4f}"
          f" (simulated {simulated:.4f})")
print(f"grouped, no spread: {p_no_spread:.4f}"
      f" (simulated {sim_no_spread:.4f})")
print(f"mean in top volume with attenuation: {mean_top:.4f}")
print(f"top volume with attenuation: {np.exp(-mean_top):.4f}")
print(f"mean at film bottom: {mean_bottom:.4f}")
print(f"film bottom: {np.exp(-mean_bottom):.4f}")
print(f"average through film: {film_average:.4f}")
print(f"dose {100*dose_error:.0f} percent too low: {p_low_dose:.4f}")
print("tests ok")
```

Printed output:

```
mean events per volume: 2.0
empty fraction exp(-m): 0.13534 = 13.5 percent
empty fraction, random throws: 0.1352
cells in random throws: 2160000
empty fraction with N = 4 equal sources: 0.06250
empty fraction with N = 12 equal sources: 0.11216
empty fraction with N = 100 equal sources: 0.13262
empty fraction with N = 1000 equal sources: 0.13506
empty fraction with N = 100000 equal sources: 0.13533
smallest N that rounds to 13.5 percent: 325
-- example inputs (rough typical values) --
wavelength: 13.5 nm
absorption coefficient: 0.020 1/nm
mean events per absorbed photon: 3.0
edge of volume: 1.2 nm
ligands in volume: 12
film thickness: 20.0 nm
-- example results --
volume: 1.728 nm^3
photon energy: 91.84 eV
incident photons: 19.29 per nm^2
dose for two events: 28.4 mJ/cm^2
absorbed photon density: 0.3858 per nm^3
absorbed photons per volume: 0.6667
-- neglected effects: empty fraction --
loss probability per ligand: 0.1667
finite number of ligands: 0.1122
grouped, spread 1.5 nm: 0.1396 (simulated 0.1397)
grouped, spread 0.5 nm: 0.2019 (simulated 0.2021)
grouped, no spread: 0.5307 (simulated 0.5306)
mean in top volume with attenuation: 1.9762
top volume with attenuation: 0.1386
mean at film bottom: 1.3406
film bottom: 0.2617
average through film: 0.1958
dose 5 percent too low: 0.1496
tests ok
```
